# Locating the Percolation Fluence of Amorphous Ion Tracks with Union-Find

A thin crystalline film is struck by fast ions, and each ion leaves an amorphous cylinder that runs through the whole thickness. At low fluence these tracks are isolated columns in a continuous crystal. At high fluence the crystal survives as islands in an amorphous sheet. Somewhere between, the amorphous tracks first connect laterally, from one side of the film to the other. At what fluence does this happen, and how much of the film is then amorphous?

## The model and its one parameter

Let the ions arrive at independent, uniformly random points with fluence $F$ (ions per area). Let every track be a cylinder of the same radius $r$ along the film normal. All depths then look alike, and the film reduces to equal disks in a plane. Two tracks touch when their centres are closer than $2r$.

A given point stays crystalline if no ion lands within $r$ of it. The number of ions in that disk is Poisson distributed with mean

$$\eta=\pi r^2F ,$$

so the point is missed with probability $e^{-\eta}$, and the mean amorphous fraction is

$$\phi=1-e^{-\eta}.$$

For small $\eta$ this is $\phi\approx\eta$: the track areas simply add. Later, overlap matters, and $\eta$ may exceed one while $\phi$ cannot. Since $r$ is the only length in an unbounded film, the threshold must be a pure number $\eta_c$, with

$$F_c=\frac{\eta_c}{\pi r^2},\qquad \phi_c=1-e^{-\eta_c}.$$

These relations hold in any consistent units, atomic units included. The task is to find $\eta_c$.

## First attempt: add tracks until the film is crossed

The obvious scheme takes a square of side $L$, adds disks one at a time, and stops when a connected cluster joins the left edge to the right. Searching all clusters afresh after each disk would repeat almost the same work every time. Union-find avoids this because connections are only ever added. Each cluster is a tree of disks with one root. A new contact between disks $i$ and $j$ requires following both to their roots and, if these differ, hanging one root below the other.

If the smaller tree is always hung below the larger, a disk moves one level deeper only when its tree at least doubles in size. This can happen at most $\log_2N$ times for $N$ disks, which bounds the length of any walk to a root. The number of contacts is also modest. A disk has on average $F\pi(2r)^2=4\eta$ neighbours, and each contact is shared by two disks, so there are about $2\eta N$ contacts. A spatial search tree supplies them without comparing all pairs.

The scheme is fast, but its answer is a random number. For $L=40r$, I call the left and right edges contacts, let a track touch a contact when its centre lies within $r$ of it, and allow no ions outside the square. In 400 such random films, half are crossed at $\eta=1.125$, but the interval from 16 % to 84 % crossed extends about 11 % to either side. One run therefore locates little. Moreover, the edges are special places, where tracks lack neighbours on one side, and their influence has to be separated from the property of the wide film.

## Removing the edges creates a new problem

Edges disappear if the square is made periodic, so that a disk leaving on the right reappears on the left. But then there are no sides to join. Nor does a cluster that touches both sides of the drawn square necessarily extend across it: a single disk on the seam does so. What matters is whether a cluster closes on itself around the square. Knowing that two disks share a root does not reveal this, so the trees must store more.

Unfold the square into a plane tiled by copies. Place disk $i$, with position $\mathbf x_i$ in the original square, at $\mathbf x_i+L\mathbf c_i$, where $\mathbf c_i$ is an integer vector. For two touching disks, the nearest image of $j$ as seen from $i$ is shifted by $L\mathbf s$, with

$$\mathbf s=-\operatorname{round}\!\left(\frac{\mathbf x_j-\mathbf x_i}{L}\right),\qquad \mathbf c_j=\mathbf c_i+\mathbf s .$$

For $L>4r$ at most one image of $j$ can touch $i$, since two such images would be at most $4r$ apart.

Each disk stores its integer offset from its parent. Adding the offsets on the way up gives $\mathbf a$ for disk $i$ relative to its root $R_i$, and $\mathbf b$ for disk $j$ relative to $R_j$:

$$\mathbf c_i=\mathbf c_{R_i}+\mathbf a,\qquad \mathbf c_j=\mathbf c_{R_j}+\mathbf b .$$

Inserting both into $\mathbf c_j=\mathbf c_i+\mathbf s$ gives

$$\mathbf c_{R_j}-\mathbf c_{R_i}=\mathbf a+\mathbf s-\mathbf b\equiv\mathbf w .$$

If the roots differ, this is the offset to store when $R_j$ is hung below $R_i$; in the opposite case the offset is $-\mathbf w$. If the roots coincide, the left side should vanish. A nonzero $\mathbf w$ means that the walk from the root to $i$, across the contact to $j$, and back to the root ends in another copy of the square. The cluster then winds around the periodic film, and $\mathbf w$ counts the turns in each direction.

The same device handles the square with contacts. Both contacts are represented by one extra node, reached with shift 0 on the left and shift 1 on the right. A path between the contacts then becomes a loop with nonzero winding.

## Why the first winding is still the wrong event

Record the number of disks $N_1$ at which the first nonzero $\mathbf w$ appears. The median value of $\eta$ for this event, over 2000, 2000 and 800 random films, is

- $L=10r$: 0.994
- $L=20r$: 1.045
- $L=40r$: 1.080

The values drift upward and have not settled. The reason lies in the question asked: a film may wind in any direction, and the first success in any of them is an early event. Averaging over more films of the same size sharpens the wrong number.

There is a natural late event as well. Let $N_2$ be the disk count at which a second loop $\mathbf w'$ appears that is independent of the first,

$$w_xw'_y-w_yw'_x\neq0 .$$

It need not be asked whether the two loops belong to the same cluster. Independent closed curves on a periodic square must cross, and the curves here run along segments between touching disks, which lie inside the amorphous area. If they cross, they are connected. The medians for this second event are 1.281, 1.214 and 1.184 for the same three sizes, now drifting downward. In one film with $L=10r$, the first winding came with disk 36 and the second with disk 38.

The threshold appears to be enclosed between the two sequences. Extrapolating each to infinite size would require a law for its drift. The two events can instead be combined so that their opposite biases are balanced by a symmetry.

## Letting the crystal have an equal say

Define the winding rank of a phase as the number of independent directions in which it winds: 0 before $N_1$, 1 from $N_1$ until $N_2$, and 2 afterwards for the amorphous phase. The crystalline remainder has a rank too, and the two are tied together. Leaving aside exact tangencies, which have probability zero, there are three cases.

1. The amorphous rank is 2. Cutting the periodic square along two independent amorphous loops leaves pieces without any way around. The crystal is confined to these pieces and has rank 0.
2. The amorphous rank is 1. Cutting along one winding loop leaves a ring-shaped strip. No amorphous path joins its two rims, for such a path would supply a second independent winding. A crystalline loop must therefore run around the strip and separate the rims. It is parallel to the amorphous loop, and no independent crystalline loop is possible because it would have to cross that loop. The crystal has rank 1.
3. The amorphous rank is 0. Every amorphous cluster can be enclosed and bypassed, so the crystal winds in both directions and has rank 2.

Thus

$$\operatorname{rank}_{\rm amorphous}+\operatorname{rank}_{\rm crystal}=2 .$$

One physical assumption now enters. Microscopically the phases differ: one is made of disks, the other of cusped gaps. At the threshold, however, clusters of all sizes occur, and I assume that the statistics of the largest structures no longer remember this difference. This is the universality hypothesis for percolation in two dimensions, and it is not proved here for disks. Under it, exchanging amorphous and crystalline leaves the probabilities of the ranks unchanged in a large film at $\eta_c$. The amorphous phase is then as likely to have rank 2 as the crystal is. But the crystal has rank 2 when the amorphous phase has rank 0, so

$$P(\text{rank }2)=P(\text{rank }0)\qquad\text{at }\eta=\eta_c ,$$

where both ranks are those of the amorphous phase. After $N$ disks, rank 2 means $N_2\le N$ and rank 0 means $N_1>N$. Hence

$$P(N_2\le N)=1-P(N_1\le N),$$

$$P(N_1\le N)+P(N_2\le N)=1 .$$

If the early and late events of all films are put into one pool, the threshold is the point at which half the pool has occurred: a median. No critical exponent and no tabulated crossing probability is needed.

The same argument explains why the square with contacts gave a sensible median. There, either an amorphous path joins left to right or a crystalline path joins top to bottom. Exchange symmetry and the symmetry of the square make these equally likely at threshold in a large film, so each has probability one half. The median of 1.125 has a sampling error somewhat below one percent, and within it no edge effect is visible at this size.

## From a number of ions to a fluence

A beam sets the fluence, not the exact number of ions in a small square. That number is Poisson distributed with mean

$$\lambda=FL^2=\frac{\eta L^2}{\pi r^2}.$$

For $L=10r$ at threshold, $\lambda$ is about 36 and its standard deviation about 6, which is not negligible. If an event in a given film requires $m$ disks, its probability at fixed fluence is

$$G_m(\lambda)=\sum_{k=m}^{\infty}\frac{\lambda^k e^{-\lambda}}{k!}.$$

Differentiating term by term,

$$\frac{dG_m}{d\lambda}=\sum_{k=m}^{\infty}\left[\frac{\lambda^{k-1}}{(k-1)!}-\frac{\lambda^k}{k!}\right]e^{-\lambda}=\frac{\lambda^{m-1}e^{-\lambda}}{(m-1)!},$$

because each negative term cancels the next positive one. With $G_m(0)=0$,

$$G_m(\lambda)=\frac{1}{(m-1)!}\int_0^\lambda t^{m-1}e^{-t}\,dt ,$$

the regularized incomplete gamma function. For $M$ simulated films the condition for the threshold becomes

$$\bar q(\eta)\equiv\frac1M\sum_{\text{films}}\left[G_{N_1}(\lambda)+G_{N_2}(\lambda)\right]=1 ,$$

a smooth, increasing function of $\eta$ whose root is found by bracketing. All medians quoted above for single events were obtained in the same way, with one $G$ per film and the level one half.

The sampling error follows from linearizing at the root. If $\bar q$ is off by $\delta\bar q$, the root moves by $-\delta\bar q/(d\bar q/d\eta)$. With $\sigma_q$ the standard deviation of the bracket from film to film, the standard error is

$$\sigma_\eta=\frac{\sigma_q}{\sqrt M\,d\bar q/d\eta}.$$

## The threshold

The balanced condition gives

- $L=10r$: $\eta_c=1.130\pm0.005$
- $L=20r$: $\eta_c=1.128\pm0.003$
- $L=40r$: $\eta_c=1.130\pm0.003$

The drift that spoiled the single events is no longer resolved. At $L=10r$ those events lie 0.14 below and 0.15 above the balanced value, so their biases nearly cancel.

The two larger sizes, weighted by their inverse variances, give $\eta_c=1.1293\pm0.0022$. The covered fraction is

$$\phi_c=1-e^{-1.1293}=0.6767 .$$

Its error is $e^{-\eta_c}\sigma_\eta=0.323\times0.0022=0.0007$. The result agrees to about one standard error with 0.676, the known numerical value for equal disks placed at random in a plane. The quoted error covers sampling alone; a remaining size effect is limited only by the agreement between the three sizes.

About 32 % of the film is still crystalline at this point. In a wide film the crystal loses its own lateral connection at the same fluence, as the rank relation suggests. Connection is far from complete amorphization: for $\phi=0.99$ one needs $\eta=\ln100=4.6$, about four times the threshold fluence.

## A germanium film under fullerene ions

Take a germanium film 30 nm thick, struck by fullerene ions of some tens of MeV, with a track radius of 5 nm. The fluence counts whole cluster ions, not carbon atoms. Then

$$F_c=\frac{1.1293}{\pi(5\ \text{nm})^2}=0.01438\ \text{nm}^{-2}=1.44\times10^{12}\ \text{ions/cm}^2 ,$$

or $1.44\times10^{-4}$ ions per square angstrom. For a 200 nm square between contacts, which is the case $L=40r$ above, the median is $1.43\times10^{12}$ ions/cm². Of such squares, 16 % are crossed by $1.28\times10^{12}$ and 84 % by $1.60\times10^{12}$ ions/cm². A small device thus has a distribution of thresholds even under a perfectly uniform beam.

The radius is a rough value, corresponding to a track about 10 nm wide; it depends on the ion energy. Because $F_c\propto r^{-2}$, a radius of 4.5 nm gives $1.78\times10^{12}$ and one of 5.5 nm gives $1.19\times10^{12}$ ions/cm². The third digit above therefore belongs to the model and not to a real film. The model also gives every ion the same track whatever it lands in, although at $F_c$ a fraction $1-e^{-\eta_c}(1+\eta_c)=31$ % of the film, nearly half of the amorphous area, has been struck more than once; how damaged or amorphous germanium responds to a further ion is not described. The uniform cylinder is an assumption too, since the fragments of a cluster lose energy and separate with depth. If the radius falls to an assumed 4 nm at the exit face, the film still connects first at its widest depth, because every narrower section lies inside the widest one. The exit face itself connects at a fluence larger by $(5/4)^2=1.56$, at $2.25\times10^{12}$ ions/cm².

**Unequal tracks.** Let half the tracks be 20 % narrower and half 20 % wider, at fixed mean radius. The mean of $r^2$ rises by the factor $(0.8^2+1.2^2)/2=1.04$, which alone would lower the threshold fluence by 3.8 %. The balanced condition, applied to 1000 films with sides of 20 mean radii, gives a change of $-2.9\pm0.5$ % and a covered fraction of $0.680\pm0.002$. For this modest spread the covered fraction is thus much less sensitive than the fluence. It is not a constant, however: for a broad mixture with radii in the ratio 1:4 and equal area shares, it rises to about 0.72.

**Beam divergence.** Let track directions lie within a cone of half-angle $\theta$ about the normal, and let $d$ be the separation of two tracks at mid-depth. Each track moves sideways by at most $(t/2)\tan\theta$ between there and a face of a film of thickness $t$. The separation can shrink by at most twice that, so tracks that touch anywhere satisfy

$$d<2r+t\tan\theta=2\left(r+\tfrac12t\tan\theta\right).$$

Any connected network would therefore also be connected for parallel tracks of the radius in brackets. This neglects the slight elongation of a tilted track's cross-section. For an assumed $\theta=0.5^\circ$, $t\tan\theta=0.26$ nm, and the fluence can fall by at most $1-(1+0.26/10)^{-2}$, or 5 %.

## When later ions heal earlier tracks

The scheme relies on connections never being lost. This fails if an ion, besides amorphizing its core of radius $r$, recrystallizes older damage in a heated rim between $r$ and $R$. Whether a point is amorphous is then decided by the last ion that landed within $R$ of it. Such an ion exists with probability $1-e^{-\pi R^2F}$. Its position is uniform over the disk of radius $R$, so it lies within $r$ with probability $r^2/R^2$:

$$\phi=\frac{r^2}{R^2}\left(1-e^{-\pi R^2F}\right).$$

For $R\to r$ the earlier law returns. For $R>r$ the coverage saturates at $r^2/R^2$, however long the irradiation lasts. With an assumed rim out to 5.5 nm, the coverage at the former threshold fluence is 0.616 instead of 0.677. Explicit random ion sequences, 1500 films with sides of $12r$ probed at 100 points each, give 0.619 with a sampling error of about 0.002.

Setting $\phi=\phi_c$ and solving for the fluence,

$$F=-\frac{1}{\pi R^2}\ln\!\left(1-\phi_c\frac{R^2}{r^2}\right)=1.80\times10^{12}\ \text{ions/cm}^2 ,$$

an increase of 25 %. The logarithm diverges at $R=r/\sqrt{\phi_c}=6.1$ nm, beyond which this coverage is never reached. These figures concern coverage only, not connection. What survives of an older core lies outside the disk of radius $R$ around every later ion, while the later ion's amorphous part lies inside its disk of radius $r$. Amorphous pieces left by different ions are therefore at least $R-r$ apart, and no cluster can be larger than one track. With a rim that recrystallizes completely, the amorphous phase never connects for any $R>r$, even where its coverage exceeds $\phi_c$. The value of $\phi_c$ belongs to the union of random disks and does not carry over to this pattern. A network could form only if the regrowth in the rim were incomplete, which this model does not describe.

## What an anneal does to the network

Heat also moves the amorphous walls back. Take the wall speed as $v=v_0e^{-E/k_BT}$, with rough values for germanium of $E=2.2$ eV and $v_0=3\times10^{16}$ nm/s, and ignore the effects of wall curvature and of crystal orientation, on which the regrowth speed of a real wall depends. At 300 K the wall moves about $10^{-13}$ nm in a year, so storage at room temperature does not matter in this estimate, which extends the law far below the temperatures at which regrowth is measured. At 600 K the speed is about 0.01 nm/s, and a wall recedes by a full track radius in about 500 s. An error of 0.05 eV in $E$ alone would change the two 600 K numbers by a factor of 2.6 and the 300 K number by a factor of 6.9.

A sufficient condition for the network to survive follows without a new simulation. Suppose all walls recede by $\delta$. A point within $r-\delta$ of a track centre was at least $\delta$ away from any crystal, so it is still amorphous. The annealed pattern therefore contains all disks of radius $r-\delta$, and a wide film remains connected if

$$F>\frac{\eta_c}{\pi(r-\delta)^2}.$$

With the rough speed above, $\delta=0.5$ nm after 50 s at 600 K, and a fluence above $1.78\times10^{12}$ ions/cm² suffices for the 5 nm tracks. The condition is far from necessary, because the recession leaves amorphous material outside the reduced disks. Two touching tracks with centres a distance $d$ apart meet in a neck of half-width $\sqrt{r^2-d^2/4}$, and every point on the segment between their centres is at least this far from any crystal. The contact survives while this half-width exceeds $\delta$, that is for $d<2\sqrt{r^2-\delta^2}$. Within the model of uniformly receding walls, $F>\eta_c/[\pi(r^2-\delta^2)]$ is therefore already sufficient, which is $1.45\times10^{12}$ ions/cm², only about 1 % above $F_c$ for $\delta=0.5$ nm. A wall speed 2.6 times larger would give $\delta=1.3$ nm and about 7 %.
